# Tauc-Lorentz Permittivity by Alternate-Point Kramers-Kronig Quadrature: Error Laws and Closed Form

## Scaling, symmetry and the integral

The absorption of an amorphous oxide film above its gap can be modelled by the Tauc-Lorentz form

$$\varepsilon_2(\xi)=\frac{AE_0C(\xi-E_g)^2}{\xi D(\xi)}\quad(\xi>E_g),\qquad D(\xi)=(\xi^2-E_0^2)^2+C^2\xi^2,$$

with $\varepsilon_2=0$ for $0<\xi\le E_g$. The strength $A$, resonance $E_0$, width $C$ and gap $E_g$ are all energies, so numerator and denominator both have dimension energy$^5$. The real part is linear in $A$ apart from a constant background $\varepsilon_\infty$. Hence

$$\varepsilon_1(E)-\varepsilon_\infty=\frac{A}{E_0}\,f\!\left(\frac{E}{E_0},\frac{C}{E_0},\frac{E_g}{E_0}\right).$$

A real field produces a real polarization, so $\varepsilon(-E)=\varepsilon(E)^*$ for real $E$. Thus $\varepsilon_1$ is even, $\varepsilon_2$ is odd, and $f$ is even in its first argument.

Causality fixes $f$. With time dependence $e^{-i\omega t}$, $\varepsilon-\varepsilon_\infty$ is analytic in the upper half plane and vanishes at large energy. Integrate $(\varepsilon(\xi)-\varepsilon_\infty)/(\xi-E)$ along the real axis, pass above the pole on a small semicircle, and close the contour above. The semicircle gives $-i\pi[\varepsilon(E)-\varepsilon_\infty]$ and the total is zero. The imaginary part is

$$\varepsilon_1(E)-\varepsilon_\infty=\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\varepsilon_2(\xi)}{\xi-E}\,d\xi .$$

Because $\varepsilon_2$ is odd, negative energies contribute $\varepsilon_2(\xi)/(\xi+E)$ at positive $\xi$. Adding the two fractions gives

$$\varepsilon_1(E)=\varepsilon_\infty+P\!\int_{E_g}^{\infty}F\,d\xi,\qquad F=\frac2\pi\frac{\xi\varepsilon_2(\xi)}{\xi^2-E^2}=\frac{S(\xi-E_g)^2}{D(\xi)(\xi^2-E^2)},$$

where $S=2AE_0C/\pi$. The permittivity is dimensionless, and this relation is the same in Gaussian and SI units. We take $E>0$, $E_g>0$ and $0<C<2E_0$.

## The closed form

Define $\alpha^2=4E_0^2-C^2$, $\gamma^2=E_0^2-C^2/2$ and $s=\xi^2$. Then

$$D=(s-\gamma^2)^2+\tfrac14\alpha^2C^2,\qquad \zeta^4\equiv D(E)=(E^2-\gamma^2)^2+\tfrac14\alpha^2C^2 .$$

Since $D-\zeta^4=(s-E^2)(s+E^2-2\gamma^2)$, division by $\zeta^4D(s-E^2)$ gives

$$\frac1{D(s-E^2)}=\frac1{\zeta^4}\left[\frac1{s-E^2}-\frac{s+E^2-2\gamma^2}{D}\right].$$

Split $(\xi-E_g)^2$ into $\xi^2+E_g^2$ and $-2E_g\xi$.

**Odd part.** Use $\xi\,d\xi=ds/2$ and $s+E^2-2\gamma^2=(s-\gamma^2)+(E^2-\gamma^2)$. An antiderivative of the square bracket with respect to $s$ is

$$\ln|s-E^2|-\tfrac12\ln D-\frac{2(E^2-\gamma^2)}{\alpha C}\arctan\frac{2(s-\gamma^2)}{\alpha C}.$$

The logarithms cancel at infinity, where the arctangent is $\pi/2$. Subtracting the value at $s=E_g^2$ and multiplying by $-2E_gS/(2\zeta^4)$ gives

$$\frac{SE_g}{\zeta^4}\left\{\ln\frac{|E^2-E_g^2|}{\sqrt{D(E_g)}}+\frac{E^2-\gamma^2}{\alpha C}\left[\pi+2\arctan\frac{2(\gamma^2-E_g^2)}{\alpha C}\right]\right\}.$$

**Even part.** Write $s+E_g^2=(s-E^2)+(E^2+E_g^2)$ and use the partial fractions again:

$$\frac{s+E_g^2}{D(s-E^2)}=\frac1{\zeta^4}\left[\frac{p}{s-E^2}-\frac{ps+q}{D}\right],\quad p=E^2+E_g^2.$$

Here $q=p(E^2-2\gamma^2)-\zeta^4$. As $\gamma^4+\alpha^2C^2/4=E_0^4$, we have $\zeta^4=E^4-2\gamma^2E^2+E_0^4$, and so $q=E_g^2(E^2-2\gamma^2)-E_0^4$.

The first fraction follows from

$$P\!\int_{E_g}^\infty\frac{d\xi}{\xi^2-E^2}=-\frac1{2E}\ln\frac{|E-E_g|}{E+E_g}.$$

For the second, factor $D=Q_+Q_-$ with $Q_\pm=\xi^2\pm\alpha\xi+E_0^2=(\xi\pm\alpha/2)^2+C^2/4$. Then

$$\frac{\xi^2+E_0^2}{D}=\frac12\left(\frac1{Q_+}+\frac1{Q_-}\right),\qquad \frac{\xi^2-E_0^2}{D}=\frac1{2\alpha}\frac{d}{d\xi}\ln\frac{Q_-}{Q_+}.$$

Their integrals from $E_g$ to infinity are $T/C$ and $L/(2\alpha)$, where

$$T=\pi-\arctan\frac{2E_g+\alpha}{C}+\arctan\frac{\alpha-2E_g}{C},\quad L=\ln\frac{E_0^2+E_g^2+\alpha E_g}{E_0^2+E_g^2-\alpha E_g}.$$

Half the sum gives $\int\xi^2/D$; half the difference, divided by $E_0^2$, gives $\int1/D$. Therefore

$$\int_{E_g}^{\infty}\frac{ps+q}{D}d\xi=\frac{T}{2CE_0^2}(E_0^2p+q)+\frac{L}{4\alpha E_0^2}(E_0^2p-q).$$

Substituting $2\gamma^2=2E_0^2-C^2$ yields

$$a_{\rm atan}\equiv E_0^2p+q=(E^2-E_0^2)(E_0^2+E_g^2)+E_g^2C^2,$$

$$a_{\ln}\equiv q-E_0^2p=(E_g^2-E_0^2)E^2+E_g^2C^2-E_0^2(E_0^2+3E_g^2).$$

Collecting everything gives the Jellison-Modine closed form:

$$\begin{aligned}\varepsilon_1={}&\varepsilon_\infty+\frac{ACa_{\ln}}{2\pi\zeta^4\alpha E_0}L-\frac{Aa_{\rm atan}}{\pi\zeta^4E_0}T\\&+\frac{2AE_0E_g(E^2-\gamma^2)}{\pi\zeta^4\alpha}\left[\pi+2\arctan\frac{2(\gamma^2-E_g^2)}{\alpha C}\right]\\&-\frac{AE_0C}{\pi\zeta^4}\frac{E^2+E_g^2}{E}\ln\frac{|E-E_g|}{E+E_g}+\frac{2AE_0CE_g}{\pi\zeta^4}\ln\frac{|E^2-E_g^2|}{\sqrt{D(E_g)}}.\end{aligned}$$

The last two terms diverge separately at the gap. Their sum is

$$\frac{AE_0C}{\pi\zeta^4}\left[\frac{(E+E_g)^2\ln(E+E_g)-(E-E_g)^2\ln|E-E_g|}{E}-E_g\ln D(E_g)\right].$$

The factor $(E-E_g)^2$ removes the divergence, so this version should be used near the gap. As $E\to0$, the fraction tends to $4E_g\ln E_g+2E_g$, twice the derivative of $x^2\ln x$ at $E_g$.

## The alternate-point rule

Choose a step $h$ and sample only the energies displaced from $E$ by odd multiples of $h$:

$$\varepsilon_1^{(h)}(E)=\varepsilon_\infty+2h\sum_{\xi_k>E_g}F(\xi_k),\qquad \xi_k=E+(2k+1)h .$$

This is Maclaurin's rule: a midpoint rule with panel width $H=2h$ and the pole on a panel edge. The pole is never evaluated. Near it, $F\simeq\rho/(\xi-E)$ with $\rho=\varepsilon_2(E)/\pi$, and nodes at equal distances on either side cancel, as the principal value requires.

Omitting just the singular point from the full grid of step $h$ is different. The pole part still cancels, but the regular part $r$ of $F$ loses its sample $h\,r(E)$. Since $r(E)$ is the derivative of $(2/\pi)\xi\varepsilon_2/(\xi+E)$ at $\xi=E$, the leading error is

$$-h\,r(E)=-\frac h\pi\left[\varepsilon_2'(E)+\frac{\varepsilon_2(E)}{2E}\right].$$

This is first order in $h$.

### Error from the gap

Let the first node be $E_g+\theta H$. For a smooth function on one panel, Taylor expansion expresses the quadrature error through differences of derivatives between the panel edges, with coefficients independent of the function. Summed over panels, the interior terms telescope. For a decaying function the lower endpoint remains.

An exponential identifies the coefficients. For $e^{-\lambda(\xi-E_g)}$ the sum is

$$\frac{He^{-\lambda\theta H}}{1-e^{-\lambda H}}=\frac1\lambda\sum_{m\ge0}\frac{B_m(\theta)}{m!}(-\lambda H)^m,$$

by the generating function $te^{\theta t}/(e^t-1)$ of the Bernoulli polynomials, with $t=-\lambda H$. The $m=0$ term is the integral. Each further factor $-\lambda$ is a derivative, so

$$\text{sum}-\text{integral}\sim-\sum_{m\ge1}\frac{H^m B_m(\theta)}{m!}F^{(m-1)}(E_g).$$

The pole does not alter this result. Let $g=\rho e^{-(\xi-E)^2/w^2}/(\xi-E)$, with $w$ fixed. It is odd about $E$, so its sum and principal value over the whole line both vanish. Its error above $E_g$ is therefore minus its error below $E_g$, where it is smooth. That is the endpoint series for $g$. The remainder $F-g$ is smooth and obeys the same series; adding the two restores $F$.

For $E\ne E_g$, write $F=(\xi-E_g)^2G(\xi)$. Then $F$ and $F'$ vanish at the gap, $F''=2G$ and $F'''=6G'$. The leading terms are

$$\varepsilon_1^{(h)}-\varepsilon_1\simeq-\frac{8h^3}{3}B_3(\theta)G(E_g)-4h^4B_4(\theta)G'(E_g),$$

where

$$G(E_g)=\frac{S}{D(E_g)(E_g^2-E^2)},\qquad \frac{G'(E_g)}{G(E_g)}=-\frac{D'(E_g)}{D(E_g)}-\frac{2E_g}{E_g^2-E^2}.$$

Now $B_3(\theta)=\theta(\theta-\tfrac12)(\theta-1)$. If $E_g$ lies on the grid, $E-E_g=nh$, and $\theta$ is $1/2$ for even $n$ and $0$ for odd $n$. The cubic term vanishes in both cases and the error from the gap is fourth order. At a general offset it is third order.

This matters in fitting. If $E_g$ is varied while the grid stays fixed, $\theta$ changes and the cubic error changes sign. For each measured energy $E\ne E_g$, choosing $h=|E-E_g|/n$ with a whole number $n$ removes that term.

At $E=E_g$ one factor cancels and $F$ starts linearly, with slope

$$K=\frac{S}{2E_gD(E_g)} .$$

Here $\theta=1/2$ and $B_2(1/2)=-1/12$, so the error is $+H^2K/24=h^2K/6$. This second-order term can be subtracted explicitly. The laws for $E\ne E_g$ require $h\ll|E-E_g|$; the step must also resolve the width $C$. The zeros of $D$ lie $C/2$ from the real axis. When their real part $\alpha/2$ lies above $E_g$, they add an oscillating error whose envelope falls as $e^{-\pi C/(2h)}$; when it lies well below $E_g$, this term is absent.

### Upper end and procedure

At large $\xi$, expand $1/D$ and $1/(\xi^2-E^2)$ in $1/\xi$:

$$\frac FS=\frac1{\xi^4}-\frac{2E_g}{\xi^5}+\frac{E_g^2+2\gamma^2+E^2}{\xi^6}-\frac{2E_g(2\gamma^2+E^2)}{\xi^7}+\cdots .$$

Integration above a cutoff $\Xi$, placed on a panel edge, gives the tail

$$S\left[\frac1{3\Xi^3}-\frac{E_g}{2\Xi^4}+\frac{E_g^2+2\gamma^2+E^2}{5\Xi^5}-\frac{E_g(2\gamma^2+E^2)}{3\Xi^6}\right].$$

Stopping the sum at $\Xi$ also leaves an endpoint error of its own, $-h^2F'(\Xi)/6$ with $F'\simeq-4S/\Xi^5$ at large $\Xi$. It is second order in $h$. For the film below at 4.5 eV and $h=0.03125$ eV it is $2\times10^{-12}$ for $\Xi=200$ eV, but $1.7\times10^{-7}$ for $\Xi=20$ eV, almost nine times the error from the gap. With a low cutoff, add $h^2F'(\Xi)/6$ to the sum; otherwise the rule converges only at second order.

The calculation is then:

1. Choose $h$ and place the grid so that $E_g$ is a grid point.
2. For each $E$, sum $2hF$ over points of opposite parity up to the panel edge $\Xi$.
3. Add $\varepsilon_\infty$ and the tail. At $E=E_g$, subtract $h^2K/6$ to reach fourth order at that energy, provided the cutoff term is negligible or has been corrected. Output energies a fixed few steps from the gap still have an error of order $h^2$, because $h/|E-E_g|$ does not shrink there as the grid is refined.

For $N$ source points and $M$ output energies the cost is about $NM/2$ evaluations.

## A film with a 3 eV gap

Take $A=80$ eV, $E_0=5$ eV, $C=4$ eV, $E_g=3$ eV and $\varepsilon_\infty=2$. At $E=4.5$ eV, with $\gamma^2=17$ eV$^2$ and $\alpha^2=84$ eV$^2$,

$$\zeta^4=(20.25-17)^2+\frac{84\times16}{4}=346.5625\ \text{eV}^4.$$

The five closed-form terms, in order, give

$$\varepsilon_1=2-10.662+0.642+3.099+15.374-5.073=5.380 .$$

As a test, the closed form was compared with adaptive principal-value integration at seven energies from 1 to 8 eV, including the gap, for each of three parameter sets. These were the film above and $(A,E_0,C,E_g)=(50,6,1,2)$ and $(50,3,2,3.5)$ eV. The largest absolute difference was $4.9\times10^{-15}$.

The error law can be evaluated by hand. With $K=0.42441$ eV$^{-2}$,

$$G(E_g)=\frac{2E_gK}{E_g^2-E^2}=\frac{6\times0.42441}{9-20.25}=-0.2264\ \text{eV}^{-3}.$$

Since $D(E_g)=400$ eV$^4$ and $D'(E_g)=-96$ eV$^3$, $G'/G=0.24+0.533=0.773$ eV$^{-1}$ and $G'=-0.1750$ eV$^{-4}$. For $h=0.125$ eV, $n=12$, $\theta=1/2$ and $B_4=7/240$. The prediction is

$$-4(0.125)^4\frac7{240}(-0.1750)=4.99\times10^{-6}.$$

The observed error is $4.92\times10^{-6}$. All grid sums for this film use a cutoff near 200 eV plus the tail. The results at 4.5 eV are:

| Rule and grid | $h$ (eV) | Error in $\varepsilon_1$ |
|---|---:|---:|
| Alternate, gap on grid | 0.0625 | $3.11\times10^{-7}$ |
| Alternate, gap on grid | 0.03125 | $1.94\times10^{-8}$ |
| Alternate, gap off grid | 0.0612 | $-6.46\times10^{-6}$ |
| Alternate, gap off grid | 0.0309 | $-8.35\times10^{-7}$ |
| Omit just the pole | 0.0625 | $-4.84\times10^{-2}$ |

The observed orders for the alternate rule are 3.998 on the grid and 2.995 off it. In the off-grid series $\theta=3/4$ throughout, so the comparison does not mix offsets.

At the gap with $h=0.05$ eV, the law gives $(0.05)^2(0.42441)/6=1.77\times10^{-4}$, as observed. On a scan from 1.0 to 6.5 eV with that step, this is the largest error. At least 0.5 eV from the gap, the maximum is $1.28\times10^{-6}$.

Truncating the data is far more serious. If $\varepsilon_2$ stops at 6.5 eV and no tail is supplied, the loss is 0.852 at 2.25 eV and 1.127 at 4.5 eV. These losses differ by 0.274, so a constant added to $\varepsilon_\infty$ cannot repair both energies. The large-$\xi$ series is not suited to a cutoff so close to $E_0$; the missing absorption must be modelled or integrated.

## Reading the result for a real film

The parameters are round values chosen to illustrate a wide-gap amorphous oxide such as In-Ga-Zn-O; they are not a fit to a measured film. The model gives $n=\sqrt{4.0624}=2.016$ at 2.25 eV (551 nm). Real films depart from the assumptions of a sharp gap, constant background and no mobile charge. The following estimates at 2.25 eV use rough inputs:

- **Urbach tail.** An exponential of energy 0.1 eV, joined in value and slope at 3.198 eV, changes $\varepsilon_1$ by $+0.0009$. At the gap the change is $+0.0029$.
- **Free carriers.** A damped free charge contributes $-(\hbar\omega_p)^2/[E^2+(\hbar/\tau)^2]$, with $\omega_p^2=4\pi ne^2/m^*$ in Gaussian units. For $10^{19}$ cm$^{-3}$, a conductive film, $m^*=0.34m$ and mobility 10 cm$^2$/Vs, the change is $-0.2014^2/(2.25^2+0.3405^2)=-0.0078$. These inputs give a Fermi energy of 0.05 eV, below $\hbar/\tau$, and $k_Fl\approx0.3$, so the Drude picture of scattering is stretched; at 2.25 eV the damping matters little, since the undamped value is $-0.0080$. This is the free-charge term alone. Filling of the conduction band also blocks some absorption. Its effect on $\varepsilon_1$ depends on which transitions are blocked and is not included: removing only the model's absorption within 0.05 eV of the edge gives $-2.5\times10^{-5}$, while raising $E_g$ by 0.05 eV at fixed $A$ gives $-0.085$.
- **Lattice.** An undamped oscillator of static strength $s_0$ and energy $W$ contributes $s_0W^2/(W^2-E^2)$. A total static permittivity of 12 leaves $s_0=12-3.750=8.250$. With $W=0.04$ eV the change is $-0.0026$.
- **Higher bands.** Placing the strength $\varepsilon_\infty-1=1$ at 15 eV adds $225/(225-5.0625)-1=0.0230$ relative to a constant background.
- **Temperature.** A 50 K rise, with gap and resonance both lowered by 25 meV and $A$, $C$ and $\varepsilon_\infty$ held fixed, adds 0.0287. The index rises by about 0.007.

With these inputs the temperature shift is the largest of the five estimates, followed by the dispersion hidden in $\varepsilon_\infty$. The order of these two depends on the inputs: a higher band at 13 eV gives 0.031, and the temperature figure combines $+0.044$ from lowering the gap alone with $-0.015$ from lowering the resonance alone. Each of the five exceeds the quadrature error at this energy, which is below $1.3\times10^{-6}$ for the 0.05 eV grid. Refining that grid would not make the film model more accurate. An amorphous film is treated here as isotropic and uniform; surface roughness and composition gradients are not included. The full numerical output follows.

## Table of computed values

```
A=80.0 eV, E0=5.0 eV, C=4.0 eV, Eg=3.0 eV, eps_inf=2.0
alpha = 9.16515 eV, gamma^2 = 17.000 eV^2
L = 2.246462, T = 2.498092 rad
zeta^4 at 4.5 eV = 346.5625 eV^4
closed-form term 1 at 4.5 eV = -10.662025
closed-form term 2 at 4.5 eV = 0.642444
closed-form term 3 at 4.5 eV = 3.099030
closed-form term 4 at 4.5 eV = 15.373619
closed-form term 5 at 4.5 eV = -5.073207
largest |closed form - adaptive integral| = 4.9e-15
tail beyond 200 eV at 4.5 eV = 4.1526e-05
E=2.25 eV: eps1=4.062382 eps2=0.000000 n=2.0155 k=0.0000
E=3.0 eV: eps1=4.489610 eps2=0.000000 n=2.1189 k=0.0000
E=4.5 eV: eps1=5.379861 eps2=2.308386 n=2.3700 k=0.4870
wavelength at 2.25 eV = 551.0 nm
static electronic permittivity = 3.7502
gap on grid, E=4.5 eV: h=0.25000 eV error=7.607e-05 law=7.977e-05
gap on grid, E=4.5 eV: h=0.12500 eV error=4.924e-06 law=4.986e-06
gap on grid, E=4.5 eV: h=0.06250 eV error=3.106e-07 law=3.116e-07
gap on grid, E=4.5 eV: h=0.03125 eV error=1.944e-08 law=1.948e-08
gap on grid: observed order = 3.998
gap off grid, E=4.5 eV: h=0.23077 eV error=-3.330e-04 law=-3.441e-04
gap off grid, E=4.5 eV: h=0.12000 eV error=-4.819e-05 law=-4.863e-05
gap off grid, E=4.5 eV: h=0.06122 eV error=-6.460e-06 law=-6.475e-06
gap off grid, E=4.5 eV: h=0.03093 eV error=-8.354e-07 law=-8.359e-07
gap off grid: observed order = 2.995
K at the gap = 0.42441 eV^-2
E=Eg: h=0.1 eV error=7.074e-04 law=7.074e-04
E=Eg: h=0.05 eV error=1.768e-04 law=1.768e-04
E=Eg: h=0.025 eV error=4.421e-05 law=4.421e-05
skip only the pole: h=0.12500 eV error=-9.675e-02 law=-9.675e-02
skip only the pole: h=0.06250 eV error=-4.838e-02 law=-4.838e-02
skip only the pole: h=0.03125 eV error=-2.419e-02 law=-2.419e-02
scan 1.0-6.5 eV, h=0.05 eV: max error=1.77e-04 at 3.00 eV
max error at least 0.5 eV from the gap = 1.28e-06
lost if the table stops at 6.5 eV, E=2.25 eV: 0.8523
lost if the table stops at 6.5 eV, E=4.5 eV: 1.1267
Urbach energy 0.1 eV, join at 3.1983 eV, eps2 at Eg = 0.0071
Urbach tail: change of eps1 at Eg = 0.0029
carriers 1e+19 cm^-3, mass 0.34 m, mobility 10.0 cm2/Vs: plasma 0.2014 eV, damping 0.3405 eV
static permittivity 12.0, phonon 0.04 eV, higher band 15.0 eV
gap and resonance shift for a 50 K rise = -25.0 meV
Urbach tail: change of eps1 at 2.25 eV = 0.00087
free carriers: change of eps1 at 2.25 eV = -0.00783
lattice: change of eps1 at 2.25 eV = -0.00261
higher bands: change of eps1 at 2.25 eV = 0.02302
50 K warmer: change of eps1 at 2.25 eV = 0.02871
largest: 50 K warmer, change of index = 0.00711
```
